\section*{Lattice Green functions for phonon defects from tetrahedron weights}

\section{The decision that needs a Green function}

Before impurity scattering enters a thermal-conductivity calculation, one must decide whether the golden rule suffices or the full T matrix is needed. For a light substitutional atom the two can differ severalfold. If only the mass changes, the difference at given mass and frequency is fixed by one quantity, the Green function of the perfect lattice at the defect site. Its imaginary part counts the states into which a phonon can scatter. Its real part is the response in phase with the driving force, which can reduce or enhance the defect's motion. Both are needed at real frequency, without artificial damping.

The scheme is developed on a scalar simple cubic lattice: one displacement $u_{\mathbf r}$ per site, mass $M$, nearest-neighbour springs $K$, spacing $a$. With time factor $e^{-i\omega t}$ and the dimensionless squared frequency $x=\omega^2M/K$, the equation of motion is $(x-D)u=0$, where $(Du)_{\mathbf r}=6u_{\mathbf r}-\sum_{\rm nn}u$. A plane wave gives
\begin{equation}
x_{\mathbf q}=6-2(\cos q_x+\cos q_y+\cos q_z),\qquad 0\le x_{\mathbf q}\le 12,
\end{equation}
with $\mathbf q$ in units of $1/a$. The retarded Green function is the zone average
\begin{equation}
G_{\mathbf R}(x)=\Big\langle \frac{e^{i\mathbf q\cdot\mathbf R}}{x+i0-x_{\mathbf q}}\Big\rangle ,
\end{equation}
and multiplication by $M/K$ restores its dimension in $\omega^2$.

\section{What goes wrong with a broadened sum}

The naive scheme replaces $i0$ by $i\eta$ and sums over a mesh of step $h$. Neighbouring mesh points differ in $x_{\mathbf q}$ by up to $|\nabla x_{\mathbf q}|h\approx2\sqrt x\,h$ at long wavelength, and $\eta$ of this size safely smooths the discrete levels. For $h=\pi/32$ and $x=1/3$ this means $\eta\approx0.11$.

That broadening spoils the lowest frequencies, where $x$ lies well below $\eta$. There $x_{\mathbf q}\approx q^2$, and the spectral density $A_0(x)=\langle\delta(x-x_{\mathbf q})\rangle$ is $\sqrt x/4\pi^2$. At $x=0$, where the true imaginary part vanishes, the broadened one is, to leading order in $\eta$,
\begin{equation}
-\frac{\eta}{4\pi^2}\int_0^\infty\frac{\sqrt{x'}\,dx'}{x'^2+\eta^2}
=-\frac{\sqrt\eta}{4\pi^2}\,\frac{\pi}{\sqrt2}=-\frac{\sqrt{\eta}}{4\sqrt2\,\pi}.
\end{equation}
The upper limit may be infinite because small $x'$ dominates; at $\eta=0.11$ the result is about 5\% too small in magnitude. The true value at $x$ is $-\pi A_0=-\sqrt x/4\pi$, so the spurious value at $x=0$ exceeds it for $x<\eta/2$. Higher up the damage first fades: the broadening above changes $\mathrm{Im}\,G_0$ by 4\% at $x=1/3$ and by about 1\% at $x=2$. It returns at $x=4$ and 8, where the density of states has kinks: there the same broadening lowers $|\mathrm{Im}\,G_0|$ by 12\%. Reducing $\eta$ narrows the spoiled range but eventually brings back the mesh noise.

The remedy is to integrate the spectrum first and transform afterwards:
\begin{equation}
G_{\mathbf R}(z)=\int_0^{12}\frac{A_{\mathbf R}(x')}{z-x'}\,dx',\qquad
A_{\mathbf R}(x)=\langle e^{i\mathbf q\cdot\mathbf R}\,\delta(x-x_{\mathbf q})\rangle .
\end{equation}
Squared frequency is the natural variable because the equation of motion is linear in it: each mode gives one pole in $x$, but two in $\omega$. If $g$ is the density of states in $\hat\omega=\sqrt x$, then $A_0\,dx=g\,d\hat\omega$ gives $A_0=g/2\hat\omega$.

\section{Integrating the spectrum in tetrahedra}

Since $x_{\mathbf q}$ is even in each $q_i$, reflections replace $e^{i\mathbf q\cdot\mathbf R}$ by $\prod_i\cos(n_iq_i)$, with $\mathbf R=(n_1,n_2,n_3)$, and the average runs over the octant $[0,\pi]^3$. Each mesh cube is cut into six tetrahedra whose corners follow the cube edges from $(0,0,0)$ to $(1,1,1)$, one for each order of the three steps. Within a tetrahedron both $x_{\mathbf q}$ and the phase factor are interpolated linearly. Each step raises one $q_i$ and hence $x_{\mathbf q}$, so the corner values satisfy $e_1<e_2<e_3<e_4$ strictly and no denominator below vanishes.

Let $\lambda_i$ be the barycentric coordinates. The phase factor is $\sum_i\lambda_if_i$, so its integral below level $x$ is $\sum_iw_if_i$, where
\begin{equation}
w_i(x)=\Big\langle\lambda_i\,\theta\big(x-\textstyle\sum_j\lambda_je_j\big)\Big\rangle_{\rm tet}.
\end{equation}
The average of a linear function over a tetrahedron is the mean of its corner values. It therefore suffices to cut the region below $x$ into tetrahedra and add, for each, its volume fraction times the mean $\lambda_i$ of its corners. Define
\begin{equation}
r_{ij}=\frac{x-e_i}{e_j-e_i},\qquad \bar r_{ij}=1-r_{ij}.
\end{equation}
The level surface cuts edge $ij$ at the point $P_{ij}$, where $\lambda_j=r_{ij}$ and $\lambda_i=\bar r_{ij}$.

For $e_1<x<e_2$ the region has corners $v_1,P_{12},P_{13},P_{14}$ and volume fraction $V=r_{12}r_{13}r_{14}$. Hence
\begin{equation}
w_1=\tfrac V4(4-r_{12}-r_{13}-r_{14}),\qquad w_j=\tfrac V4r_{1j}\quad(j>1).
\end{equation}

For $e_2\le x<e_3$ it is a prism with end faces $v_1P_{13}P_{14}$ and $v_2P_{23}P_{24}$. It splits into $(v_1,v_2,P_{13},P_{14})$, $(v_2,P_{13},P_{14},P_{23})$ and $(v_2,P_{14},P_{23},P_{24})$. The determinants of the barycentric coordinates give the volume fractions
\begin{equation}
V_1=r_{13}r_{14},\quad V_2=\bar r_{13}r_{14}r_{23},\quad V_3=\bar r_{14}r_{23}r_{24},
\end{equation}
and the corner means give
\begin{align}
4w_1&=V_1(1+\bar r_{13}+\bar r_{14})+V_2(\bar r_{13}+\bar r_{14})+V_3\bar r_{14},\nonumber\\
4w_2&=V_1+V_2(1+\bar r_{23})+V_3(1+\bar r_{23}+\bar r_{24}),\nonumber\\
4w_3&=V_1r_{13}+V_2(r_{13}+r_{23})+V_3r_{23},\\
4w_4&=(V_1+V_2)r_{14}+V_3(r_{14}+r_{24}).\nonumber
\end{align}

For $e_3\le x<e_4$ the missing part is a small tetrahedron at $v_4$. With $s_j=(e_4-x)/(e_4-e_j)$ and $V=s_1s_2s_3$,
\begin{equation}
w_j=\tfrac14-\tfrac V4s_j\;(j<4),\qquad w_4=\tfrac14-\tfrac V4(4-s_1-s_2-s_3).
\end{equation}
Above $e_4$ every weight is $1/4$. For corner values 0.2, 0.9, 1.5, 2.8 and one level in each range, 400\,000 random points reproduced all weights within $8\times10^{-4}$, the size expected of sampling noise.

\section{A Hilbert transform without first-order error}

Differences of the cumulative weights between bin edges give bin weights $m_k$. Treating the density as constant in each bin looks harmless, since the transform is then a sum of logarithms. These diverge at the edges wherever the density jumps, so one would evaluate at midpoints. Even there an error of first order in the bin width $\Delta$ remains.

To see this, let the true density have local slope $A'$, and let $y$ be the distance from a bin's centre. The constant-bin form omits $A'y$ in each bin. In the bin containing $x$ this loses $\int A'y/(-y)\,dy=-A'\Delta$. In the bin $k$ steps away it loses
\begin{equation}
\int_{-\Delta/2}^{\Delta/2}\frac{A'y\,dy}{-(k\Delta+y)}
=A'\Delta\Big[k\ln\frac{k+\frac12}{k-\frac12}-1\Big],
\end{equation}
which is the same for $-k$. Summation by parts gives
\begin{equation}
\sum_{k=1}^{N}k\ln\frac{k+\frac12}{k-\frac12}
=N\ln(N+\tfrac12)-\ln\frac{\Gamma(N+\frac12)}{\Gamma(\frac12)}
\to N+\tfrac12-\tfrac12\ln2,
\end{equation}
by Stirling's formula and $\Gamma(\frac12)=\sqrt\pi$. Subtracting $N$ and doubling for both sides gives $1-\ln2$. The total omission is $A'\Delta(-1+1-\ln2)=-A'\Delta\ln2$: first order in $\Delta$, and confined to the real part.

A continuous, piecewise-linear density removes this term. The bins should also resolve the square-root edges at 0 and 12, which suggests edges $6(1-\cos\theta_j)$ with uniform spacing $\delta$ in $\theta$. The nodes $c_k$ take the same form at the midpoints in $\theta$, and end nodes with zero density are placed at 0 and 12. Each bin weight is carried by a hat function of equal area:
\begin{equation}
D_k=\frac{2m_k}{c_{k+1}-c_{k-1}} .
\end{equation}
The total weight is then conserved by construction. For every bin midpoint except the first and last, whose outer neighbours are the band edges, the hat area is $6\sin\theta\sin\delta$ and the bin width is $12\sin\theta\sin(\delta/2)$. Their ratio is $\cos(\delta/2)$, so $D_k$ differs from the bin average only at second order in $\delta$. All results below use 300 bins.

On a segment $[a_s,b_s]$ let the density be the line $\ell(x')$ with slope $s$. Writing $\ell(x')=\ell(z)-s(z-x')$,
\begin{equation}
\int_{a_s}^{b_s}\frac{\ell(x')}{z-x'}dx'=\ell(z)\ln\frac{z-a_s}{z-b_s}-s(b_s-a_s).
\end{equation}
The last terms sum to minus the total change of density across the band, which is zero. At node $c_k$ the logarithm $\ln(z-c_k)$ is multiplied by the right-hand line minus the left-hand line. These lines meet at $c_k$, so the difference is the slope jump $\kappa_k$ times $z-c_k$:
\begin{equation}
\boxed{G(z)=\sum_k\kappa_k\,(z-c_k)\ln(z-c_k)}
\end{equation}
On the real axis, $\ln(x-c+i0)=\ln|x-c|+i\pi\theta(c-x)$. The imaginary part is $-\pi\sum_{c_k>x}\kappa_k(c_k-x)=-\pi D(x)$, as required, and the real part is the principal value. A term with $x=c_k$ vanishes. The formula also holds above the band and at complex $z$.

\section{Accuracy, and where it is lost}

An independent value follows from $1/(z-x_{\mathbf q})=-i\int_0^\infty e^{i(z-x_{\mathbf q})t}dt$ for $\mathrm{Im}\,z>0$. The zone average factorizes, and $\int_{-\pi}^{\pi}\frac{dq}{2\pi}e^{inq+2it\cos q}=i^nJ_n(2t)$, so
\begin{equation}
G_{\mathbf R}(z)=-i\int_0^\infty e^{i(z-6)t}\prod_j i^{n_j}J_{n_j}(2t)\,dt .
\end{equation}
This was evaluated at four dampings from 0.16 to 0.02 and extrapolated to zero. The comparison covers $x=2,6,10$ and $\mathbf R=000,100,110,200$. With 8, 16 and 32 cells per octant side the largest absolute error is $6.5\times10^{-3}$, $1.5\times10^{-3}$ and $3.8\times10^{-4}$. Each halving of $h$ gains a factor of about four, the order expected from linear interpolation. At $x=2$ the finest mesh gives $G_0=-0.2812-0.1519i$, against $-0.2811-0.1520i$.

The static value behaves differently. Setting $z=0$ and using decaying exponentials,
\begin{equation}
G_0(0)=-\int_0^\infty\big[e^{-2t}I_0(2t)\big]^3dt=-0.25273 .
\end{equation}
The three meshes give $-0.2332$, $-0.2425$ and $-0.2475$, and the last halving reduces the error only by a factor of 1.96. The cause is the zone centre. Because $x_{\mathbf q}$ is a sum of functions of single components, its interpolant in these tetrahedra is the sum of one-dimensional chords. A chord of $q_i^2$ lies above the parabola by an amount of order $h^2$. With $\mathbf q=h\mathbf s$ and $\tilde s^2$ the chord version of $s^2$, the error is
\begin{equation}
\int\frac{d^3q}{(2\pi)^3}\Big[\frac1{q^2}-\frac1{\tilde q^2}\Big]
=\frac{h}{(2\pi)^3}\int d^3s\Big[\frac1{s^2}-\frac1{\tilde s^2}\Big].
\end{equation}
At large $s$ the bracket falls as $s^{-4}$, so the integral converges and the leading error is proportional to $h$. It is positive, so $G_0(0)$ comes out too weakly negative, as found. Linear extrapolation from the two finer meshes gives $-0.2525$.

The working condition is therefore $h\ll\sqrt x$. The long-wavelength density shows how well it is met. Expanding, $x=q^2-\sum_iq_i^4/12$, hence $q^3\approx x^{3/2}(1+\frac x8\sum_in_i^4)$ along direction $\mathbf n$. The directional mean of $\sum_in_i^4$ is $3/5$, so the fraction of states below $x$ is $x^{3/2}(1+3x/40)/6\pi^2$. Its derivative is
\begin{equation}
A_0(x)\approx\frac{\sqrt x}{4\pi^2}\Big(1+\frac x8\Big).
\end{equation}
At $x=1/3$, where $\sqrt x$ is about six mesh steps, this gives 0.01523 and the scheme 0.01520. The exact density, with all higher terms, is 0.01526, so the scheme is 0.4\% low. Accuracy must also be checked separately close to the interior Van Hove points $x=4$ and 8, where the density has kinks; the comparisons above stay away from them.

\section{From the lattice to the defect}

Let site 0 have mass $M'$ and let its six springs be $(1+\delta_K)K$. With $\varepsilon=1-M'/M$, moving every change to the right-hand side gives $(x-D)u=Vu$, where
\begin{equation}
V=\varepsilon x|0\rangle\langle0|+\delta_K\sum_{i=1}^6(|0\rangle-|i\rangle)(\langle0|-\langle i|).
\end{equation}
An incoming wave $u_{\mathbf q}$ produces $u=u_{\mathbf q}+GVu$, so $u=(1-GV)^{-1}u_{\mathbf q}$ and $Vu=Tu_{\mathbf q}$ with $T=V(1-GV)^{-1}$. This is a $7\times7$ problem whose site separations are covered by the four shells computed above. For a pure mass defect
\begin{equation}
T=\frac{\varepsilon x}{1-\varepsilon xG_0},\qquad
\mathrm{Im}\,T=\frac{(\varepsilon x)^2\,\mathrm{Im}\,G_0}{|1-\varepsilon xG_0|^2}.
\end{equation}

For randomly placed defects of small site fraction $c$, scattering adds independently at leading order in $c$, and the averaged wave obeys $x-x_{\mathbf q}-cT_{\mathbf q}=0$, with $T_{\mathbf q}=\langle\mathbf q|T|\mathbf q\rangle$ for waves of unit amplitude per site. Expanding the root, $\hat\omega\approx\hat\omega_{\mathbf q}+cT_{\mathbf q}/2\hat\omega$. Energy decays at twice the amplitude rate:
\begin{equation}
\frac1\tau=-\frac{c\,\mathrm{Im}\,T_{\mathbf q}}{\hat\omega}\sqrt{\frac KM}.
\end{equation}
Setting the denominator of $T$ to one gives the Born rate, $\frac\pi2c\,\varepsilon^2\hat\omega^2g\sqrt{K/M}$, which becomes $c\,\varepsilon^2x^2/4\pi$ times $\sqrt{K/M}$ at long wavelength: the $\omega^4$ law.

The rate was tested by integrating the equations of motion on $40^3$ sites with one defect, $M'/M=1.5$ and $\delta_K=-0.2$, for a wave with $q_x=q_y=2\pi\cdot7/40$ and $q_z=0$. The energy loss rate times the number of sites was 0.807 in units of $\sqrt{K/M}$; the T matrix gives 0.809 on the finest mesh and 0.808 in the limit of a fine mesh.

\section{A light atom in a heavy host}

Take 1\% nickel on the sites of a platinum-like lattice. The masses, 58.69 and 195.08 u, give $\varepsilon=0.699$. The top frequency is set to 6 THz and the spacing to 0.25 nm, so that $\sqrt{K/M}=2\pi(6\,\mathrm{THz})/\sqrt{12}=10.88$ rad/ps. The springs are first left unchanged.

At 3 THz, $x=12(3/6)^2=3$ and the finest mesh gives $G_0=-0.2995-0.2318i$, with an error of about $3\times10^{-4}$ in the real part, too small to change the rate at the digits shown. The Born rate is
\[
0.01\times0.699^2\times3^{3/2}\times0.2318\times10.88\ \mathrm{ps^{-1}}=64\ \mathrm{ns^{-1}}.
\]
With $\varepsilon x=2.097$, the denominator is $1-\varepsilon xG_0=1.628+0.486i$. Its squared modulus is 2.89, and the full rate is $64/2.89=22\ \mathrm{ns^{-1}}$. Along $[111]$, $x=6(1-\cos q)$ and the group speed is $\sqrt3\sin q/\sqrt x$ times $a\sqrt{K/M}$, here 2356 m/s. The defect-limited mean free path is 106 nm.
\begin{center}
\begin{tabular}{ccccc}
THz & Born (ns$^{-1}$) & full (ns$^{-1}$) & ratio & path (nm)\\
1 & 0.489 & 0.435 & 0.89 & 6200\\
2 & 9.06 & 5.74 & 0.63 & 450\\
3 & 64 & 22 & 0.35 & 106\\
4 & 294 & 68 & 0.23 & 30
\end{tabular}
\end{center}
Going from 16 to 32 cells, at fixed bins, moves these full rates by at most 1.3\%. The last digits of the low-frequency rows still carry mesh error: at 1 THz both rates are 0.4\% low, like the density at $x=1/3$, and the converged values are 0.491 and 0.437 ns$^{-1}$ with a path of about 6100 nm; at 2 THz the rates are low by less than 0.2\%. The ratios and the 3 and 4 THz rows are unaffected at the digits shown.

For this defect the golden rule is 12\% too high at 1 THz and gives more than four times the full rate at 4 THz. Up to 3 THz the reduction comes mainly from the negative real part of $G_0$. At 4 THz $G_0=-0.063-0.449i$, and the imaginary part dominates: the defect's own radiation into the lattice limits its response. Since $|1/\varepsilon x-G_0|\ge|\mathrm{Im}\,G_0|$, a mass defect of any strength obeys $|\mathrm{Im}\,T|\le1/|\mathrm{Im}\,G_0|$, a ceiling that the Born formula ignores.

Above the band $G_0$ is real, and a localized mode appears where $\varepsilon xG_0=1$. The scheme gives $x=21.299$, or 7.99 THz. Diagonalizing a $12^3$ lattice with the same defect gives 21.301.

The frequency and spacing are rough values in the platinum regime; the lattice is a model. Real platinum is face-centred cubic with three polarizations, and the model's single sound speed, 2.7 km/s, cannot represent them all. Changing the defect springs by $-20\%$ or $+20\%$ raises the 3 THz rate along $[111]$ to 25 ns$^{-1}$ in both cases, so a correction linear in $\delta_K$ would mislead. One contribution that raises the rate for either sign comes from waves odd about the defect. On the odd combination $(|i\rangle-|{-i}\rangle)/\sqrt2$ of two opposite neighbours, $V$ acts as the number $\delta_K$, so $T=\delta_K/[1-\delta_K(G_0-G_{200})]$ there, and its imaginary part starts at order $\delta_K^2$. The defect self-energy is only 0.4\% of the squared frequency, which supports the dilute treatment.

Larger omissions are the other scattering processes. With a Gr\"uneisen parameter $\gamma\approx2.5$, the rough estimate $2\gamma^2k_BT\omega^2/(Mv^2\omega_{\max})$, $v$ being the sound speed, gives about 200 ns$^{-1}$ at 300 K. For electrons, $2\pi N\lambda(\hbar\omega)^2/\hbar$ with $N\approx1$ state per eV, spin and atom and $\lambda\approx0.2$ per branch gives about 300 ns$^{-1}$. If the rates add, the total is near 520 ns$^{-1}$ and the 3 THz path shrinks from 106 nm to about 5 nm. At room temperature 1\% nickel is thus a minor phonon scatterer at this frequency within these estimates, and heat in platinum is in any case carried mainly by electrons. The choice between Born and T matrix matters most where defects dominate the phonon lifetime.

\section*{Table of computed values}
\begin{verbatim}
Tetrahedron weight error against sampling: 7.3e-04
Mesh  8 per octant side: max error of G 6.47e-03 K^-1-units, G0(0) = -0.23320
Mesh 16 per octant side: max error of G 1.53e-03 K^-1-units, G0(0) = -0.24246
Mesh 32 per octant side: max error of G 3.75e-04 K^-1-units, G0(0) = -0.24750
G0(0) reference -0.252731, extrapolated -0.25254 (units M/K)
Static error ratio, mesh 16 to 32: 1.96
x= 2.0: G000 = -0.28124 -0.15192i, reference -0.28106 -0.15200i
x= 6.0: G000 = -0.00000 -0.44860i, reference 0.00000 -0.44822i
x=10.0: G000 = 0.28124 -0.15192i, reference 0.28106 -0.15200i
x= 2.0: G100 = -0.02082 -0.10127i, reference -0.02071 -0.10133i
x= 2.0: G110 = 0.03990 -0.06074i, reference 0.04019 -0.06071i
x= 2.0: G200 = 0.03738 -0.01056i, reference 0.03749 -0.01048i
Largest equation-of-motion residual: 1.6e-03
Density at x=1/3: 0.01520, low-frequency expansion 0.01523
Plane-wave loss times site number: direct 0.8070, T matrix 0.8087 (sqrt(K/M))
Host mass 195.08 u, defect mass 58.69 u, eps = 0.6991
Top frequency 6.0 THz, spacing 0.25 nm, defect fraction 1.0 %
Frequency unit sqrt(K/M) = 10.883 rad/ps, sound speed 2721 m/s
1 THz: x=0.3333, G0 = -0.2571 -0.0477i
   Born rate 0.489 /ns, full rate 0.435 /ns, ratio 0.890
   [111] group speed 2683 m/s, mean free path 6166.51 nm
2 THz: x=1.3333, G0 = -0.2708 -0.1106i
   Born rate 9.057 /ns, full rate 5.735 /ns, ratio 0.633
   [111] group speed 2565 m/s, mean free path 447.25 nm
3 THz: x=3.0000, G0 = -0.2995 -0.2318i
   Born rate 64.062 /ns, full rate 22.190 /ns, ratio 0.346
   [111] group speed 2356 m/s, mean free path 106.18 nm
4 THz: x=5.3333, G0 = -0.0630 -0.4493i
   Born rate 294.357 /ns, full rate 67.958 /ns, ratio 0.231
   [111] group speed 2028 m/s, mean free path 29.84 nm
Largest rate shift, mesh 16 to 32: 1.30 %
Local mode: x = 21.2986, direct 21.3006, frequency 7.993 THz
3 THz, spring change -20 %: rate 24.996 /ns
3 THz, spring change +0 %: rate 22.190 /ns
3 THz, spring change +20 %: rate 24.951 /ns
3 THz, self-energy over squared frequency: 0.0041
3 THz, rough anharmonic rate at 300 K (Grueneisen 2.5): 203 /ns
Rough electron inputs: 1.0 states/(eV spin atom), coupling 0.2 per branch
3 THz, rough electron-phonon rate: 294 /ns
\end{verbatim}
